# Why calorimetry can miss the spin entropy of a paramagnetic salt

## 1. What goes wrong

Suppose the entropy of chromium potassium alum is found by integrating its heat capacity from 4 K to room temperature, with a $T^3$ extrapolation below 4 K. In the model worked out here, the result is too small by 11.52 J/(mol K), even if every measured heat capacity is perfect. At 298.15 K this puts the free energy wrong by 3.43 kJ/mol, and an equilibrium constant computed from it wrong by a factor of four.

The missing amount is very nearly $R\ln 4$, the entropy of one mole of spins $S=3/2$. The spins lose this entropy on cooling, but far below 4 K. How much is missed depends on the spin entropy remaining at the starting temperature, on the extrapolation, and on the lattice.

**Conventions.** A bare $S$ is the spin; entropies carry a subscript. Energies are divided by Boltzmann's constant and given in kelvin. Amounts are per mole of magnetic ions, here also per mole of salt. The ion's ground term is orbitally non-degenerate, so it has $n=2S+1$ states, and other electronic terms lie far above $T$. Lattice and spin contributions add. Nuclear-spin entropy is left out; section 8 gives its size and the reason.

## 2. The loss, before any model of the spins

At constant pressure and without latent heats, the entropy is

$$S_{\rm tot}(T)=\int_0^{T}\frac{C(T')}{T'}\,dT',$$

where the third law sets the value at $T=0$ to zero. Measurements begin at $T_0$. Below it, one assumes $C=\beta T^3$, which gives

$$\int_0^{T_0}\beta T'^2\,dT'=\frac{\beta T_0^3}{3}=\frac{C(T_0)}{3}.$$

The reported entropy is therefore

$$S_{\rm cal}(T)=\int_{T_0}^{T}\frac{C(T')}{T'}\,dT'+\frac{C(T_0)}{3}.$$

On subtraction the integral above $T_0$ cancels:

$$\delta\equiv S_{\rm tot}(T)-S_{\rm cal}(T)=S_{\rm tot}(T_0)-\frac{C(T_0)}{3}.$$

The loss does not depend on the upper temperature, so better data near room temperature cannot repair it. Splitting it into lattice and magnetic parts gives

$$\delta=\left[S_{\rm lat}(T_0)-\tfrac13C_{\rm lat}(T_0)\right]+\left[S_m(T_0)-\tfrac13C_m(T_0)\right].$$

The first bracket vanishes if the lattice obeys the $T^3$ law below $T_0$. The second would vanish too if the magnetic heat capacity varied as $T^3$ there. For a paramagnet with its anomalies below $T_0$, it does not.

## 3. Why the heat capacity does not show the spins

For independent ions with levels $E_i$, let $Z=\sum_i e^{-E_i/T}$ and $p_i=e^{-E_i/T}/Z$. The entropy is $-R\sum_i p_i\ln p_i$. Since $\ln p_i=-E_i/T-\ln Z$,

$$S_m=R\left(\ln Z+\frac{\langle E\rangle}{T}\right).$$

Differentiating the probabilities gives $dp_i/dT=p_i(E_i-\langle E\rangle)/T^2$, so

$$C_m=R\frac{d\langle E\rangle}{dT}=R\,\frac{\langle E^2\rangle-\langle E\rangle^2}{T^2}.$$

The heat capacity measures the spread of energy, not the number of states. If each level is replaced by $g$ levels of the same energy, $Z$ becomes $gZ$ and the averages are unchanged. Then $S_m$ rises by $R\ln g$, while $C_m$ stays the same at every temperature. When $T$ is far above all the splittings, the $n$ states are almost equally populated and behave like one $n$-fold level: large entropy, almost no heat capacity.

## 4. The total to be accounted for

The total does not depend on the details of the interactions, provided they leave a non-degenerate ground state. For $N$ coupled ions with partition function $Z_N$ and total energy $E$,

$$S_m=\frac{R}{N}\left(\ln Z_N+\frac{\langle E\rangle}{T}\right).$$

At high temperature $Z_N\to n^N$ and $\langle E\rangle/T\to0$, so $S_m\to R\ln n$. At low temperature only the ground level counts. With degeneracy $g_0$ and energy $E_0$, $\ln Z_N\to\ln g_0-E_0/T$ and $\langle E\rangle\to E_0$, so $S_m\to(R/N)\ln g_0$. This is zero for a non-degenerate ground state. Hence

$$\int_0^\infty\frac{C_m}{T}\,dT=R\ln(2S+1).$$

The upper limit means a temperature far above the splittings but far below the next electronic term. Under this condition, the strength and form of the interactions decide where the entropy is released, not how much.

The numerical model is a ring of four spins $S=3/2$ with

$$H=\sum_i\frac{\Delta}{2}\left[S_{iz}^2-\frac{S(S+1)}{3}\right]+J\sum_i\mathbf S_i\cdot\mathbf S_{i+1}.$$

Since $S_z^2$ is $9/4$ or $1/4$ and $S(S+1)/3=5/4$, the first term gives doublets at $+\Delta/2$ and $-\Delta/2$. I take $\Delta=0.25$ K and $J=0.005$ K. Integrating $C_m/T$ numerically over the ring's levels gives 11.5263 J/(mol K), equal to $R\ln4$ to the digits shown. Tripling $J$ at fixed $\Delta$ leaves the integral at 11.5263 J/(mol K).

## 5. The small part that is seen

**The tail.** For $T$ far above the splittings, all states have nearly equal weight, and to leading order

$$C_m\simeq\frac{A}{T^2},\qquad A=RV,$$

where $V$ is the energy variance per ion, averaged over all states with equal weight. The entropy released above $T_0$ is then

$$S_{\rm seen}=\int_{T_0}^{\infty}\frac{A}{T^3}\,dT=\frac{A}{2T_0^2},$$

so $S_m(T_0)\simeq R\ln n-A/(2T_0^2)$.

**The extrapolation.** The $T^3$ rule treats the magnetic tail as if it were lattice heat capacity and adds $C_m(T_0)/3=A/(3T_0^2)$. This recovers a little entropy by accident. Together,

$$\delta\simeq R\ln n-\frac{A}{2T_0^2}-\frac{A}{3T_0^2}=R\ln(2S+1)-\frac{5A}{6T_0^2}.$$

If the magnetic tail is first separated from the data and the $T^3$ rule is applied to the lattice alone, the accidental term disappears. The loss is then $S_m(T_0)$, which is slightly larger.

**The variance.** The two doublets at $\pm\Delta/2$ contribute $\Delta^2/4$. For the exchange term, the equal-weight average of $S_aS_b$ on one ion is $\delta_{ab}S(S+1)/3$. Hence one bond gives

$$J^2\langle(\mathbf S_i\cdot\mathbf S_j)^2\rangle=3J^2\left[\frac{S(S+1)}{3}\right]^2=\frac{J^2[S(S+1)]^2}{3}.$$

The ring has one bond per ion. Products of two different bonds average to zero, because at least one ion then contributes a single spin component, whose average vanishes. Products of a bond with a crystal-field term vanish for the same reason. Thus

$$V=\frac{(0.25)^2}{4}+\frac{(0.005)^2(3.75)^2}{3}=0.01574\ \mathrm{K^2},$$

and $A=RV=0.1309$ J K/mol. With $T_0=4$ K:

- Entropy seen above $T_0$: $0.1309/32=0.0041$ J/(mol K).
- Entropy added by the extrapolation: $0.1309/48=0.0027$ J/(mol K).
- Loss: $11.5263-0.0041-0.0027=11.5195$ J/(mol K).

**A bound.** For independent ions whose levels span a total width $W$, the variance cannot exceed the mean square distance from the middle of the span, and no level is farther than $W/2$ from it. So the variance is at most $W^2/4$ at any temperature, and

$$S_{\rm seen}\le\int_{T_0}^{\infty}\frac{RW^2}{4T^3}\,dT=\frac{RW^2}{8T_0^2}.$$

In a test on 3000 random spectra of two to eight levels, at random temperatures, the largest ratio of visible entropy to this bound was 1.0000. The bound is approached when half the states lie at each end of the span and $T_0\gg W$.

It gives a sufficient condition for missing nearly everything. The visible part is at most 1% of $R\ln4$ if $W^2/(8T_0^2)\le0.01\ln4$, that is, if $T_0\ge3.0\,W$. For $W=0.25$ K this is about 0.75 K. A start at 4 K is well inside this regime.

## 6. Two anomalies, two halves of the entropy

Chromium(III) has three unpaired electrons. With an odd number of electrons, a crystal field alone leaves every level at least doubly degenerate (Kramers' theorem). It can split the four states into two doublets, but it cannot remove the last factor of two. That needs interactions or a magnetic field.

For the isolated ion, measuring energy from the lower doublet,

$$Z=2\left(1+e^{-\Delta/T}\right).$$

The factor 2 does not enter the heat capacity. The resulting Schottky anomaly is the same as that of two single levels, and its area in $C_m/T$ is $R\ln4-R\ln2=R\ln2$. The other $R\ln2$ is released when interactions split the lower doublets. In the ring, the two maxima of $C_m$ lie at 0.104 K and 0.0082 K. The lower one depends on the size of the ring: with six spins it lies at 0.0073 K, and the loss at 0.04 K in the table below becomes 5.44 J/(mol K).

The loss for different starting temperatures, with an ideal $T^3$ lattice, is as follows (entropies in J/(mol K)):

| $T_0$ (K) | $S_m$ | $C_m$ | loss |
|---:|---:|---:|---:|
| 4 | 11.5222 | 0.0082 | 11.5195 |
| 1 | 11.461 | 0.129 | 11.418 |
| 0.1 | 7.960 | 3.691 | 6.730 |
| 0.04 | 5.734 | 0.904 | 5.433 |
| 0.0005 | 0.000 | 0.000 | 0.000 |

At 0.04 K, between the anomalies, $S_m$ is close to $R\ln2=5.763$ J/(mol K). The loss is lower than $S_m$ by $0.904/3=0.301$ J/(mol K), because the extrapolation counts the overlapping flanks of the anomalies as $T^3$ heat capacity. Someone who had measured the whole Schottky peak could believe the magnetic entropy complete and still miss about half of it. This clean division into halves needs interactions much weaker than $\Delta$. With $J$ tripled, which gives about the variance of the dipole forces of section 8, the anomalies overlap: at 0.04 K, $S_m$ is about 4.6 and the loss below 4 J/(mol K), roughly a third of the total.

The last row is the opposite limit. Its zeros reflect the energy gap of a small ring; a long chain with the same $\Delta$ and $J$ has no gap, its heat capacity is linear in $T$, and it would still lose about 0.13 J/(mol K) at 0.0005 K. In the real salt the nuclear spins, left out here, would also show in the heat capacity at such a temperature. Once $T_0$ lies so far below both anomalies that $S_m$ and $C_m$ are negligible there, nothing is missed. The same holds for a salt that orders well above $T_0$ and has little spin entropy left there. The loss is thus not a residual entropy frozen into the crystal: the equilibrium salt does reach zero entropy, and the third law is not violated.

## 7. Can the loss be detected from above?

**From the tail.** The Debye lattice, with $x=\Theta/T$, has

$$C_{\rm lat}=\frac{9R}{x^3}\int_0^x\frac{u^4e^u}{(e^u-1)^2}\,du\;\longrightarrow\;\frac{12\pi^4R}{5}\left(\frac{T}{\Theta}\right)^3\quad(T\ll\Theta).$$

With $\Theta=80$ K, $C_{\rm lat}=0.243$ J/(mol K) at 4 K. The magnetic part is 3.4% of this, which a measurement good to 1% could notice if the lattice part were known separately. A lattice curve fitted to the same data can absorb part of the tail, more so with more terms and a narrower range: with $T^3$, $T^5$ and $T^7$ terms, the largest remainder is 0.5% of the heat capacity for data from 4 to 7 K, but 1.9% for data from 4 to 15 K. At 10 K the ratio is only 0.038%, and the tail is effectively hidden.

Finding the tail is a warning, not a cure. Continued to zero temperature, $\int dT/T^3$ diverges, so the $A/T^2$ form must fail somewhere below $T_0$. Nor does $A$ determine the number of states: two single levels and two doublets with the same $\Delta$ have the same $A$, but total entropies $R\ln2$ and $R\ln4$. The spin must come from other knowledge, such as the magnetic susceptibility or the electronic structure of the ion.

**From a magnetic field.** Let $M$ be the molar moment along the field and $F$ the molar free energy, with $dF=-S_m\,dT-M\,dB$. Equality of the mixed second derivatives gives $(\partial S_m/\partial B)_T=(\partial M/\partial T)_B$, so

$$S_m(T_0,0)-S_m(T_0,B)=-\int_0^B\left(\frac{\partial M}{\partial T}\right)_{B'}dB'.$$

In a paramagnet far above its zero-field splittings, as here at 4 K, $M$ falls on heating, so the right side is positive: the field removes entropy. This can be measured at $T_0$, without cooling further.

For isolated ions with $g=2$ and the field perpendicular to the crystal-field axis, a field of 7 T gives a Zeeman spacing $g\mu_BB/k=9.4$ K, larger than $T_0$. At 4 K, the integral over the computed magnetization gives 8.69 J/(mol K) removed, and the levels give 2.83 J/(mol K) left. At 14 T the figures are 11.10 and 0.42 J/(mol K). In both fields the integral agrees with the entropy difference found from the levels. The figures depend a little on direction: with the field along the axis, 3.00 J/(mol K) is left at 7 T and 0.46 at 14 T. In the alum the axes lie along four cube diagonals, so no field is perpendicular to all of them. The spin entropy is therefore present at 4 K, though the zero-field heat capacity hardly shows it.

Equivalently, the field moves the anomaly into the measured range. Heat capacity measured in 7 T from 4 K upward would contain $11.53-2.83=8.70$ J/(mol K) of magnetic entropy, against 0.004 J/(mol K) in zero field.

## 8. Weighing the other contributions

**The lattice.** A numerical imitation of the measurement integrates the Debye and ring heat capacities from 4 K to 298.15 K. It gives 66.0406 J/(mol K), and the extrapolation adds 0.0837. The full model entropy is 77.6438, so

$$\delta=77.6438-66.0406-0.0837=11.5195\ \mathrm{J/(mol\,K)},$$

in agreement with section 5. If the run starts at 10 K, the loss becomes 11.60 J/(mol K), slightly more than $R\ln4$. The excess is not magnetic: at 10 K the Debye heat capacity has already fallen below the $T^3$ law, and the lattice bracket of section 2 contributes 0.075 J/(mol K).

**The real alum.** The splitting, the Debye temperature and the scale of the interactions are rough values for chromium potassium alum. The ring is a stand-in. It has no true phase transition, and its lower peak does not predict an ordering temperature. In the salt, magnetic dipole forces matter. At a rough Cr–Cr distance of 0.86 nm, the coupling $\mu_0(g\mu_B)^2/(4\pi r^3k)$ is 0.0039 K, or 0.015 K when multiplied by $S(S+1)$. Summed over a face-centred cubic lattice of ions, it adds 0.0010 K² to the variance, about 7% of $V$, and lowers the loss by only 0.0005 J/(mol K). The Debye model also omits the optical vibrations, so 77.6 J/(mol K) is not the entropy of the real salt. Modes frozen out below $T_0$ cancel from $\delta$. For a start at 10 K, the failure of the $T^3$ law for the lattice moves the loss by about 0.7% in this model; a real lattice may depart differently. Even at 4 K, a lattice with the same sound velocity but a sine-shaped dispersion gives a lattice bracket of $-0.009$ J/(mol K), larger than the magnetic correction of 0.007, so digits beyond 11.5 belong to the model.

**Excited electronic states.** With the next term at roughly 1.8 eV, its entropy at 298.15 K is of order $10^{-28}$ J/(mol K). For an ion with low-lying states or an orbitally degenerate ground term, $2S+1$ would no longer be the right count.

**Nuclear spins.** The 24 protons and one potassium nucleus (spin 3/2) per formula unit carry $R(24\ln2+\ln4)=150$ J/(mol K), more than ten times the electronic loss. The isotope ⁵³Cr (9.5%, spin 3/2) adds about 1.1 J/(mol K). Calorimetry misses this too: the dipole coupling of two protons 0.16 nm apart is about $3.5\times10^{-7}$ K. A proton couples more strongly to a chromium ion, whose moment $3\mu_B$ is about two thousand times its own, but even at this distance that gives only about 0.0007 K, still far below 4 K. It may be omitted from chemical tables because nuclei are conserved in a reaction, and the term cancels if their spin states are equally populated on both sides. Electron spin has no such protection, since a reaction can change it.

## 9. What the loss does to an equilibrium

Let one mole of the salt be a product, with the reaction enthalpy known independently. Its entropy is too small by $\delta$, so the computed reaction free energy is too high by

$$T\delta=298.15\times11.5195\ \mathrm{J/mol}=3.43\ \mathrm{kJ/mol}.$$

Since $K=e^{-\Delta G/(RT)}$, the computed constant is too small by the factor $e^{\delta/R}=4.00$, which is $2S+1$ to this accuracy. If the salt is a reactant, the constant is too large by the same factor.

The error cancels if a salt on the other side contains the same number of ions of the same spin and its entropy was measured with the same omission. It does not cancel if the other entropy includes the spin term, for instance because it was calculated from energy levels. For a salt whose splittings all lie far below $T_0$, the remedy is to add $R\ln(2S+1)$ to the calorimetric value. If $T_0$ lies among the anomalies, the term to add is $S_m(T_0)-C_m(T_0)/3$; adding the full $R\ln(2S+1)$ would count part of the entropy twice. The numerical output gives the individual values.

## Computed values

```
Spin S = 1.5; doublet splitting = 0.25 K; exchange = 0.005 K
Debye temperature = 80.0 K; lowest measured T0 = 4.0 K
R ln(2S+1) = 11.5263 J/(mol K); R ln 2 = 5.7631 J/(mol K)
Integral of C_m/T, exchange 0.005 K: 11.5263 J/(mol K)
Integral of C_m/T, exchange 0.015 K: 11.5263 J/(mol K)
Low (interaction) peak of C_m at 0.0082 K
Schottky peak of C_m at 0.1039 K
Energy variance per ion = 0.015742 K^2; A = 0.13089 J K/mol
Magnetic entropy seen above T0 = 0.00409 J/(mol K)
A/(2 T0^2) = 0.00409 J/(mol K)
C_m(T0)/3 = 0.00272 J/(mol K)
Largest visible entropy / bound, random levels = 1.0000
Start T (K), S_m, C_m, loss S_m - C_m/3, all in J/(mol K)
   10.0000   11.5256    0.0013   11.5252
    4.0000   11.5222    0.0082   11.5195
    1.0000   11.4614    0.1289   11.4184
    0.1000    7.9604    3.6914    6.7299
    0.0400    5.7342    0.9037    5.4329
    0.0005    0.0000    0.0000   -0.0000
Imitated run, acoustic lattice + spins, up to 298.15 K:
  true entropy = 77.6438 J/(mol K)
  measured part from T0 = 66.0406 J/(mol K)
  T^3 extrapolation below T0 = 0.0837 J/(mol K)
  loss = 11.5195 J/(mol K); formula = 11.5195 J/(mol K)
  loss for a start at 10 K = 11.6005 J/(mol K)
Free-energy error at 298.15 K = 3.435 kJ/mol
Factor in equilibrium constant = 3.9967
At 4.0 K: C_m = 0.00817, C_lattice = 0.2430 J/(mol K), ratio = 3.364 %
  lattice error of T^3 rule = 1.08e-06 J/(mol K)
At 10.0 K: C_m = 0.00131, C_lattice = 3.4469 J/(mol K), ratio = 0.038 %
  lattice error of T^3 rule = 7.53e-02 J/(mol K)
Field 7.0 T (g mu_B B/k = 9.404 K), at T0:
  entropy left = 2.8274, removed (from M) = 8.6948 J/(mol K)
Field 14.0 T (g mu_B B/k = 18.808 K), at T0:
  entropy left = 0.4230, removed (from M) = 11.0993 J/(mol K)
Dipole coupling at 0.86 nm = 0.00392 K; times S(S+1) = 0.0147 K
Dipolar variance per ion = 0.001040 K^2
  resulting change of the loss = 4.5e-04 J/(mol K)
Excited term at 1.8 eV: entropy at 298.15 K = 2.2e-28 J/(mol K)
Nuclear spins (24 H, 1 K), omitted = 149.84 J/(mol K)
Proton dipole coupling at 0.16 nm = 3.5e-07 K
```
